\section*{Why the solvation free energy is not the solute–solvent interaction energy}

\section{The result and the belief}

Let a solute with fixed nuclei sit in a dielectric that responds linearly and has reached equilibrium. Its total charge density $\rho$, electrons and nuclei together, polarises the medium, and the polarisation produces a reaction potential $\phi_R$ at the solute. With the interaction energy $E_{\rm int}=\int\rho\,\phi_R\,dV$, the electrostatic solvation free energy is
\begin{equation}
\Delta G=(E_0-E_{\rm gas})+\tfrac12E_{\rm int}.
\label{main}
\end{equation}
Here $E_0$ is the expectation value of the solute's vacuum Hamiltonian in its solvated state, and $E_{\rm gas}$ is its value in the gas-phase ground state.

The belief is that $\Delta G=E_{\rm int}$. It is tempting for two reasons. A dipole $\mu$ placed in a field $R$ that somebody else maintains does have the energy $-\mu R$, with no factor of one half. Moreover, the Schrödinger equation of the solvated molecule contains the whole reaction potential, so its eigenvalue $E_0+E_{\rm int}$ seems to be the energy wanted; this counts the interaction in full, and gives $\Delta G=E_{\rm int}$ once the distortion $E_0-E_{\rm gas}$ is ignored. But the reaction field is created by the solute, and creating it costs free energy.

\section{Where the half goes}

Let $\mathbf P$ be the polarisation of the medium. In linear response the free energy needed to create it is quadratic in $\mathbf P$, and its interaction with a given $\rho$ is linear in $\mathbf P$. Take the equilibrium polarisation, with cost $C$ and interaction $E_{\rm int}$, and multiply it by a number $s$. The free energy becomes
\begin{equation}
g(s)=s^2C+sE_{\rm int}.
\end{equation}
Equilibrium is a minimum at $s=1$, so $g'(1)=2C+E_{\rm int}=0$ and
\begin{equation}
C=-\tfrac12E_{\rm int},\qquad g(1)=C+E_{\rm int}=\tfrac12E_{\rm int}.
\label{half}
\end{equation}
Adding the solute's own energy change, $E_0-E_{\rm gas}$, gives (\ref{main}).

A spherical cavity shows what the cost consists of. Use Gaussian electrostatics in atomic units. A dipole $\mu$ along $z$, pointing from negative to positive charge, sits at the centre of a cavity of radius $a$; outside, the permittivity is $\varepsilon$. The potential is
\begin{equation}
\phi_{\rm in}=\Bigl(\frac{\mu}{r^2}-Rr\Bigr)\cos\theta,\qquad
\phi_{\rm out}=\frac{B}{r^2}\cos\theta .
\end{equation}
Continuity of $\phi$ at $r=a$ gives $B=\mu-Ra^3$. Continuity of the normal displacement, $-\partial_r\phi_{\rm in}=-\varepsilon\,\partial_r\phi_{\rm out}$, gives
\begin{equation}
\frac{2\mu}{a^3}+R=\frac{2\varepsilon B}{a^3}=2\varepsilon\Bigl(\frac{\mu}{a^3}-R\Bigr).
\end{equation}
Collecting the terms in $R$,
\begin{equation}
R=f\mu,\qquad f=\frac{2(\varepsilon-1)}{(2\varepsilon+1)a^3},\qquad
B=\frac{3\mu}{2\varepsilon+1}.
\end{equation}
The reaction potential inside is $\phi_R=-Rz$, so $E_{\rm int}=-R\mu=-f\mu^2$.

The first part of the cost is stored in the material, as the free energy of polarising each volume element; when the susceptibility varies as $1/T$, as for non-interacting freely orienting dipoles like the model of the next section, it is lost entropy rather than energy; local-field interactions between the dipoles add an energy part. Since $\mathbf P=\chi\mathbf E$ with $\chi=(\varepsilon-1)/4\pi$, the stored density is $P^2/2\chi=(\varepsilon-1)E^2/8\pi$. Outside the cavity $E_r=2B\cos\theta/r^3$ and $E_\theta=B\sin\theta/r^3$. The angular integral of $4\cos^2\theta+\sin^2\theta$ is $8\pi$, and the radial integral is $\int_a^\infty r^{-4}dr=1/3a^3$. Hence
\begin{equation}
C_1=\frac{\varepsilon-1}{8\pi}\,\frac{8\pi B^2}{3a^3}
=\frac{3(\varepsilon-1)\mu^2}{(2\varepsilon+1)^2a^3}
=\tfrac12f\mu^2\,\frac{3}{2\varepsilon+1}.
\end{equation}

The second part is the mutual energy of the polarisation charges. They lie on the cavity surface, where the normal pointing out of the dielectric is $-\hat{\mathbf r}$, so their density is $\sigma=-P_r=-(\varepsilon-1)2B\cos\theta/4\pi a^3$. Their own potential there is $-Ra\cos\theta$. With $\int\cos^2\theta\,d\Omega=4\pi/3$,
\begin{equation}
C_2=\tfrac12\int\sigma\phi_R\,dS=\frac{(\varepsilon-1)BR}{3}
=\tfrac12f\mu^2\,\frac{2(\varepsilon-1)}{2\varepsilon+1}.
\end{equation}
The two fractions add to one, so $C_1+C_2=\tfrac12f\mu^2=-\tfrac12E_{\rm int}$, as (\ref{half}) requires. At large $\varepsilon$ nearly all the cost is mutual energy of the polarisation charges; as $\varepsilon\to1$ nearly all of it is stored in the material.

\section{The half belongs to linear response}

Consider a medium that can saturate: one rigid dipole $p$, free to rotate in a field $E$ at temperature $T$. Put $x=pE/kT$ and $u=\cos\theta$. Relative to free rotation, the partition function is
\begin{equation}
Z=\tfrac12\int_{-1}^{1}e^{xu}\,du=\frac{\sinh x}{x}.
\end{equation}
The free energy $A=-kT\ln Z$ and the mean interaction energy $U=-kT\,x\,d\ln Z/dx$ are
\begin{equation}
A=-kT\ln\frac{\sinh x}{x},\qquad U=-kT(x\coth x-1).
\end{equation}
For small $x$, $A\simeq-kTx^2/6$ and $U\simeq-kTx^2/3$, so $A/U\to\tfrac12$. For large $x$, $A\simeq-kT(x-\ln2x)$ and $U\simeq-kT(x-1)$, so the ratio tends to 1. It is 0.500 at $x=0.1$, 0.516 at $x=1$ and 0.778 at $x=10$.

The only energy in this model is the interaction, so the cost $A-U$ is entirely $-T$ times the entropy change. What is ``spent'' on the medium is therefore free energy, and need not be stored as energy.

Equilibrium matters too. If the solute's charge changes so fast that the polarisation stays frozen, the cost $C$ does not change, and the change $\delta\rho$ contributes its full interaction $\int\delta\rho\,\phi_R\,dV$.

\section{Why the Schrödinger equation contains the whole field}

For a neutral molecule in the spherical model, keeping only the dipole term, the free energy to be made stationary with respect to the wavefunction is
\begin{equation}
G=E_0-\tfrac12f\mu^2 .
\end{equation}
The solution wanted is the one connected to the gas-phase state. It is not a minimum over all wavefunctions: the model carries the uniform reaction field beyond the cavity, so moving electrons far away leaves $E_0$ bounded while $-\tfrac12f\mu^2$ falls without limit. The variation of $G$ is
\begin{equation}
\delta G=\delta E_0-f\mu\,\delta\mu=\delta E_0-R\,\delta\mu .
\end{equation}
Differentiating the square has cancelled the one half. The same condition follows from the effective Hamiltonian $H_0-R\hat\mu$ with $R$ held at its final value $f\mu$. Its expectation value is
\begin{equation}
\mathcal E=E_0-R\mu=E_0+E_{\rm int},\qquad\text{so}\qquad G=\mathcal E-\tfrac12E_{\rm int}.
\label{short}
\end{equation}
The full potential in the equation and the half in the free energy thus belong together. Minimising $E_0-f\mu^2$ instead would give $\delta E_0=2f\mu\,\delta\mu$, which means a reaction field twice too strong for the dipole that produces it.

\section{The orbital sum needs a different correction}

Equation (\ref{short}) concerns the complete effective Hamiltonian, including the nuclei. A closed-shell Hartree--Fock calculation gives orbital energies $\varepsilon_i$, and these know only about the electrons. Split $E_{\rm int}=E_{\rm el}+E_{\rm nuc}$ into electronic and nuclear parts. Let $E_1$ be the electrons' kinetic energy plus their attraction to the nuclei, $E_{ee}$ the electron repulsion including exchange, and $E_{nn}$ the nuclear repulsion. The sum over occupied orbitals counts $E_{ee}$ twice:
\begin{equation}
2\sum_i\varepsilon_i=E_1+2E_{ee}+E_{\rm el},\qquad E_0=E_1+E_{ee}+E_{nn}.
\end{equation}
Eliminating $E_1$ gives $E_0=2\sum_i\varepsilon_i-E_{ee}-E_{\rm el}+E_{nn}$. Adding $\tfrac12(E_{\rm el}+E_{\rm nuc})$,
\begin{equation}
G=2\sum_i\varepsilon_i-E_{ee}+E_{nn}+\tfrac12(E_{\rm nuc}-E_{\rm el}).
\label{orb}
\end{equation}
The solvent correction is $-\tfrac12E_{\rm int}$ only if $E_{\rm nuc}=0$. Using $-\tfrac12E_{\rm int}$ regardless makes an error of $-E_{\rm nuc}$.

\section{A polarisable solute}

Suppose the solute is linear as well, $\mu=\mu_0+\alpha R$, with gas-phase dipole $\mu_0$ and polarisability $\alpha$. In a field $R$ the solute makes $E_0-R\mu$ stationary at fixed $R$, so along the family of such states $dE_0=R\,d\mu=\alpha R\,dR$. Integration from zero field gives $E_0-E_{\rm gas}=\tfrac12\alpha R^2$. With $R=f\mu$, the dipole is $\mu=\mu_0/(1-f\alpha)$, and
\begin{equation}
\Delta G=\tfrac12\alpha f^2\mu^2-\tfrac12f\mu^2
=-\tfrac12f\mu^2(1-f\alpha)=-\frac{f\mu_0^2}{2(1-f\alpha)}.
\label{lin}
\end{equation}
Therefore $\Delta G/E_{\rm int}=\tfrac12(1-f\alpha)$. A rigid solute, $\alpha=0$, recovers one half. The formula needs $f\alpha<1$; at $f\alpha=1$ the linear model has no finite self-consistent dipole.

\section{Water in a spherical cavity}

Take one water molecule at the restricted Hartree--Fock level with the 6-31G* basis, using five spherical $d$ functions on oxygen rather than six Cartesian ones, O--H distance 1.81 bohr and angle $104.5^\circ$. The model parameters are chosen as $\varepsilon=80$ and $a=3.5$ bohr, with the cavity centred on oxygen. Then
\begin{equation}
f=\frac{2\times79}{161\times3.5^3}=0.02289\ \text{a.u.}
\end{equation}
The Hartree--Fock equations are iterated until the dipole and the field $R=f\mu$ agree. The dipole rises from 0.8732 to 0.9809 a.u. With 1 mHa $=10^{-3}$ hartree,
\begin{align}
E_{\rm int}&=-0.02289\times0.9809^2\ \text{hartree}=-22.02\ \text{mHa},\\
E_0-E_{\rm gas}&=-76.007906+76.009108\ \text{hartree}=1.20\ \text{mHa},\\
\Delta G&=1.20-11.01=-9.81\ \text{mHa}.
\end{align}
This is $-25.8$ kJ/mol, whereas the belief gives $-57.8$ kJ/mol, more than twice as much. Of the 11.01 mHa spent on the medium, 0.21 mHa is stored in the material and 10.81 mHa is mutual energy of the polarisation charges; the parts are rounded separately.

The ratio $\Delta G/E_{\rm int}$ is 0.445, below one half because the molecule has paid for its own distortion. From the dipoles in applied fields of $\pm0.002$ a.u., $\alpha=4.91$ a.u. along the axis, so $f\alpha=0.112$ and the linear estimate of the ratio is 0.444. Equation (\ref{lin}) gives $-9.83$ mHa; it neglects the molecule's nonlinear response.

Minimising $E_0-f\mu^2$ over Hartree--Fock states prepared in uniform trial fields, and taking the minimum nearest the gas-phase state, gives a field of 0.0509 a.u. and a dipole of 1.111 a.u. That field is indeed $2f\mu$, and not the $f\mu$ that this dipole would produce.

For the orbital sum, $E_{\rm el}=27.74$ mHa and $E_{\rm nuc}=-49.76$ mHa. The electronic part is positive although the total is negative. Equation (\ref{orb}) reads, in hartree,
\begin{equation}
G=-47.254028-37.915292+9.189149-0.038747=-76.018918 .
\end{equation}
Replacing the last term by $-\tfrac12E_{\rm int}=+0.011012$ gives $-75.969159$ hartree. This is 49.76 mHa too high and lies above the gas-phase energy, so the molecule would appear to be repelled by the solvent.

Now move the cavity centre by $c=0.2216$ bohr, to the centre of nuclear charge, keeping $f$ fixed. The reaction potential becomes $-R(z-c)$, which adds the constant $Rc$. A neutral molecule's total energy does not notice it, but the ten electrons together shift by $-10Rc=-10\times0.02245\times0.2216$ hartree, which is $-49.76$ mHa when $R$ and $c$ are not rounded. The orbital sum falls to $-47.303787$ hartree, $E_{\rm nuc}$ vanishes, and the correction becomes $-\tfrac12E_{\rm int}=+11.01$ mHa. The free energy is again $-76.018918$ hartree. The short rule works for this centre because the nuclear dipole about it is zero and the model keeps only the dipole term. The quadrupole term of the reaction potential would give $E_{\rm nuc}\approx-14$ mHa about the same centre, and the short rule would then fail there too.

These numbers illustrate the bookkeeping and do not predict water's measured solvation free energy. The model omits the work of making the cavity, dispersion and repulsion, and the higher multipoles; the quadrupole term alone, evaluated with the same density, adds about $-4$ mHa to $\tfrac12E_{\rm int}$. The basis is also far from complete: with aug-cc-pVTZ and the same cavity the dipoles are 0.780 and 0.965 a.u., $\alpha=8.4$ a.u., $E_{\rm int}=-21.3$ mHa, $\Delta G=-8.6$ mHa and the ratio is 0.40. About 0.05 of the ten electrons lie outside the sphere with 6-31G*, and 0.10 with aug-cc-pVTZ, although the model treats all the charge as if it were inside. Since $f\propto a^{-3}$, the result also depends strongly on the chosen radius. The ratio $\Delta G/E_{\rm int}$ changes with the radius too, through $f\alpha$ in the linear estimate $\tfrac12(1-f\alpha)$. Equation (\ref{main}) does not depend on that choice, and since $E_0-E_{\rm gas}$ cannot be negative the ratio never exceeds one half.
